# Truncating the structure factor: the sinc kernel and its width

A simulated amorphous network gives its pair distribution directly in real space, without a cutoff in wave number, while a diffraction experiment records the structure factor only up to a largest wave number \(Q_{\max}\). Before the two are compared, one must decide whether to broaden the simulated curve, and by what function. One must also decide what \(Q_{\max}\) is needed if, for example, two bond lengths 0.2 Å apart are to appear as two peaks. Both decisions rest on the kernel derived here. Lengths are in Å and wave numbers in Å⁻¹, the natural units of diffraction.

## Definitions and the transform

Consider an isotropic solid with one kind of atom and mean number density \(\rho_0\). Let \(\rho(r)\) be the mean density of other atoms at distance \(r\) from an atom. With the forward-scattering spike removed, the structure factor is

\[
S(Q)-1=\int[\rho(r)-\rho_0]\,e^{i\mathbf Q\cdot\mathbf r}\,d^3r. \tag{1}
\]

The angular integral of the exponential, with \(u=\cos\theta\), is

\[
2\pi\int_{-1}^{1}e^{iQru}\,du=4\pi\,\frac{\sin Qr}{Qr}. \tag{2}
\]

Inserting this in (1) and multiplying by \(Q\) leaves one power of \(r\):

\[
F(Q)\equiv Q[S(Q)-1]=\int_0^\infty G(r)\sin(Qr)\,dr,\qquad
G(r)=4\pi r[\rho(r)-\rho_0]. \tag{3}
\]

\(G\) is the reduced pair distribution. It is assumed absolutely integrable, so correlations must die out fast enough with distance. The inverse sine transform is

\[
G(r)=\frac{2}{\pi}\int_0^\infty F(Q)\sin(Qr)\,dQ. \tag{4}
\]

The factor \(2/\pi\) is confirmed below by letting the cutoff grow. What can be computed from data ending at \(Q_{\max}\) is

\[
G_T(r)=\frac{2}{\pi}\int_0^{Q_{\max}}F(Q)\sin(Qr)\,dQ. \tag{5}
\]

This treats \(F\) as zero beyond the cutoff, that is, \(S=1\) there. Below the cutoff \(S\) is taken as known without error; noise and missing data at low \(Q\) are separate matters.

## The convolution

Insert (3) into (5). The integrand is bounded in magnitude by \(|G(r')|\) and the \(Q\) range is finite, so the double integral converges absolutely and its order may be exchanged:

\[
G_T(r)=\int_0^\infty G(r')\left[\frac{2}{\pi}\int_0^{Q_{\max}}\sin(Qr)\sin(Qr')\,dQ\right]dr'. \tag{6}
\]

Since \(2\sin a\sin b=\cos(a-b)-\cos(a+b)\), the bracket is a difference of two elementary integrals. Define

\[
K(x)=\frac1\pi\int_0^{Q_{\max}}\cos(Qx)\,dQ=\frac{\sin(Q_{\max}x)}{\pi x},
\qquad K(0)=\frac{Q_{\max}}{\pi}. \tag{7}
\]

Then

\[
G_T(r)=\int_0^\infty G(r')\,[K(r-r')-K(r+r')]\,dr'. \tag{8}
\]

Extend \(G\) to negative arguments as an odd function, \(G(-r)=-G(r)\). With \(r'=-s\), the second term of (8) becomes

\[
-\int_0^\infty G(r')K(r+r')\,dr'
=-\int_{-\infty}^0G(-s)K(r-s)\,ds
=\int_{-\infty}^0G(s)K(r-s)\,ds. \tag{9}
\]

This is the missing half of a full-line integral, so

\[
\boxed{\,G_T(r)=\int_{-\infty}^{\infty}G(r')\,\frac{\sin[Q_{\max}(r-r')]}{\pi(r-r')}\,dr'\,} \tag{10}
\]

**The limit of a large cutoff.** Let \(G\) be differentiable at \(r\), and choose a fixed \(X>0\). With \(x=r-r'\), (10) splits into

\[
\begin{aligned}
G_T(r)={}&G(r)\int_{-X}^{X}K(x)\,dx
+\int_{-X}^{X}\frac{G(r-x)-G(r)}{\pi x}\sin(Q_{\max}x)\,dx\\
&+\int_{|x|>X}\frac{G(r-x)}{\pi x}\sin(Q_{\max}x)\,dx.
\end{aligned} \tag{11}
\]

In the last two integrals an integrable function multiplies an ever faster sine, so both vanish as \(Q_{\max}\to\infty\) (the Riemann–Lebesgue lemma). The first integral equals \((2/\pi)\int_0^{Q_{\max}X}(\sin t/t)\,dt\), which tends to \((2/\pi)(\pi/2)=1\). Hence \(G_T\to G\), which establishes (4) with its prefactor.

**Several elements.** With \(Q\)-independent scattering weights, the total \(G\) is a fixed linear combination of partial functions, and (10) holds for each of them. If a partial \(F\) is instead multiplied by a weight or window \(M(Q)\), the same algebra gives the kernel \((1/\pi)\int_0^{Q_{\max}}M(Q)\cos(Qx)\,dQ\), and the width found next no longer applies.

## Width and ripples of the kernel

With \(t=Q_{\max}x\), the kernel relative to its centre is

\[
\frac{K(x)}{K(0)}=j(t)\equiv\frac{\sin t}{t},\qquad
j'(t)=\frac{t\cos t-\sin t}{t^2}. \tag{12}
\]

The numerator of \(j'\) vanishes at \(t=0\) and has derivative \(-t\sin t\), negative on \((0,\pi)\). So \(j\) falls steadily from 1 to 0 there and takes the value \(1/2\) once. Beyond \(\pi\), \(|j|\le1/\pi<1/2\), so there is no further crossing. The half-height condition is

\[
\sin t_1=\frac{t_1}{2},\qquad t_1=1.8955, \tag{13}
\]

and the full width at half maximum is

\[
\boxed{\,w_K=\frac{2t_1}{Q_{\max}}=\frac{3.791}{Q_{\max}}\,} \tag{14}
\]

For \(Q_{\max}=10\), 20 and 30 Å⁻¹ this gives 0.379, 0.190 and 0.126 Å. The middle value is 0.358 bohr.

On \((\pi,2\pi)\) the numerator of \(j'\) rises steadily from \(-\pi\) to \(2\pi\), so there is one minimum, where \(\tan t=t\). At such a point \(j=\cos t\). The root is \(t=4.493\) and the depth is \(-0.217\). For a sharp shell, raising \(Q_{\max}\) therefore moves the first ripple closer to the peak but does not reduce it relative to the kernel height.

## What is broadened and what is not

Equation (5) keeps the spectrum \(F(Q)\) below the cutoff and removes the rest. The change in \(G\) is therefore

\[
G_T(r)-G(r)=-\frac2\pi\int_{Q_{\max}}^\infty F(Q)\sin(Qr)\,dQ. \tag{15}
\]

A component with negligible spectrum above \(Q_{\max}\) passes essentially unchanged, although the kernel has a finite width. The side lobes of \(K\), taken together, undo the smearing that its central lobe alone would cause.

It is also \(G\), and not \(g(r)=\rho(r)/\rho_0\), that is convolved. Write \(G=4\pi\rho_0r\,h(r)\) with \(h=g-1\), extended as an even function. Dividing (10) by \(4\pi\rho_0r\) gives

\[
h_T(r)=\int_{-\infty}^\infty\frac{r'}{r}\,h(r')K(r-r')\,dr'. \tag{16}
\]

Writing \(r'/r=1-(r-r')/r\) separates the plain convolution from a remainder:

\[
h_T(r)-\int_{-\infty}^\infty h(r')K(r-r')\,dr'
=-\frac{1}{\pi r}\int_{-\infty}^\infty h(r')\sin[Q_{\max}(r-r')]\,dr'. \tag{17}
\]

The factor \(r-r'\) has cancelled the denominator of \(K\). Since \(h\) is even, expanding the sine leaves

\[
-\frac{\sin(Q_{\max}r)}{\pi r}\int_{-\infty}^\infty h(r')\cos(Q_{\max}r')\,dr'. \tag{18}
\]

This error oscillates with an envelope \(1/r\), however far \(r\) is from the peak that causes it.

## Shells of finite width

Let \(\gamma(x)\) be a normalized Gaussian of standard deviation \(\sigma\). Its convolution with \(K\) follows from the cosine form in (7) and from \(\int\gamma(u)\cos(Qu)\,du=e^{-\sigma^2Q^2/2}\):

\[
P(x)=\frac1\pi\int_0^{Q_{\max}}e^{-\sigma^2Q^2/2}\cos(Qx)\,dQ. \tag{19}
\]

The sine part vanished because \(\gamma\) is even. At the centre,

\[
\frac{P(0)}{\gamma(0)}=\operatorname{erf}\!\left(\frac{Q_{\max}\sigma}{\sqrt2}\right). \tag{20}
\]

When \(Q_{\max}\sigma\gg1\), the integral in (19) is complete before the cutoff is reached, and the Gaussian survives with little change. The ripples are then weak, because the integrand is already small at the cutoff.

In the opposite limit put \(s=Q_{\max}\sigma\ll1\) and expand the exponential to first order in \(s^2\). Each factor \(-Q^2\) under the integral is a second derivative in \(x\), so

\[
\frac{P(x)}{K(0)}\simeq j(t)+\frac{s^2}{2}j''(t),\qquad
j''(t)=-j(t)-\frac{2j'(t)}{t}. \tag{21}
\]

The expression for \(j''\) follows from differentiating \(tj=\sin t\) twice. From \(j\simeq1-t^2/6\) one has \(j''(0)=-1/3\), so the half-height is \(\tfrac12(1-s^2/6)\). Setting \(t=t_1+\delta\) and keeping terms of order \(s^2\),

\[
j'(t_1)\,\delta=-\frac{s^2}{12}-\frac{s^2}{2}j''(t_1). \tag{22}
\]

With \(\cos t_1=-0.319\), (12) gives \(j'(t_1)=(-0.319-0.5)/1.8955=-0.432\), and (21) gives \(j''(t_1)=-0.044\). Hence \(\delta=0.142\,s^2\), and

\[
w\simeq\frac{3.791+0.284\,(Q_{\max}\sigma)^2}{Q_{\max}}. \tag{23}
\]

Adding squared widths would give a different coefficient. The Gaussian width is \(2\sqrt{2\ln2}\,\sigma=2.355\,\sigma\), and expanding \(\sqrt{3.791^2+2.355^2s^2}\) gives \(3.791+0.731\,s^2\). That rule is borrowed from Gaussians, whose variances add and fix their widths. The kernel has no finite variance, since \(x^2K(x)\) oscillates with growing amplitude.

## When two distances appear as two peaks

Take two sharp peaks of equal weight in \(G\), separated by \(d\), and ignore their reflected terms. By symmetry the midpoint of their sum is stationary. The curvature there is proportional to \(2j''(Q_{\max}d/2)\). It is negative for small \(d\), so the midpoint is a maximum, and a dip forms when \(j''\) turns positive. Inserting \(j\) and \(j'\) in (21) and multiplying by \(t^3\), the condition \(j''=0\) becomes

\[
(2-t^2)\sin t-2t\cos t=0. \tag{24}
\]

The first positive root is \(t=2.082\), so the threshold is

\[
d_c=\frac{4.163}{Q_{\max}}. \tag{25}
\]

This is about 10% larger than the kernel width. A direct count of maxima within \(3/Q_{\max}\) of the midpoint, made as a test, finds one at \(0.98\,d_c\) and two at \(1.02\,d_c\). For \(d=0.2\) Å the cutoff must exceed \(4.163/0.2=20.8\) Å⁻¹. At 20 Å⁻¹ the kernel width, 0.190 Å, is below the separation, yet \(d_c=0.208\) Å is above it and the midpoint shows no dip. The threshold marks only the onset of a dip of zero depth: for this pair the midpoint lies 0.2% below the maxima at 21 Å⁻¹ and between 6 and 7% below them at 22 Å⁻¹. Intrinsic broadening, unequal weights and the reflected terms change the threshold. For two shells of equal \(N\) at 2.0 and 2.2 Å with \(\sigma=0.05\) Å, weighted by \(N/r\) as in the model below, it rises to about 23 Å⁻¹.

## A worked model

The model has round parameters and represents no particular material. Each atom has \(N=4\) neighbours in a Gaussian shell at \(R=2.0\) Å with \(\sigma=0.05\) Å, followed by a smooth continuum:

\[
G(r)=\frac{N}{r}\gamma(r-R)-4\pi\rho_0r\,\frac12\operatorname{erfc}\!\left(\frac{r-a}{\sqrt2\,b}\right), \tag{26}
\]

with \(\rho_0=0.055\) Å⁻³, \(a=2.7\) Å and \(b=0.3\) Å. The factor \(N/r\) arises because a shell density \(N\gamma/(4\pi r^2)\) is multiplied by \(4\pi r\). The structure factor is positive throughout the grid examined, with smallest value 0.30 at the low-\(Q\) end. The cutoff is 20 Å⁻¹, so \(Q_{\max}\sigma=1\).

\(G_T\) was computed from \(S(Q)\) by (5) and separately by the real-space convolution (10). The two agree to about \(10^{-12}\) Å⁻². Some values, in Å⁻², are:

| \(r\) (Å) | \(G\) | \(G_T\) |
|---|---:|---:|
| 1.000 | −0.691 | −0.316 |
| 1.7753 | −1.225 | −2.791 |
| 2.000 | 14.589 | 9.626 |
| 2.2247 | −1.450 | −3.066 |

**The peak.** The shell contributes \((N/R)\gamma(0)=2/(0.05\sqrt{2\pi})=15.96\) Å⁻² at its centre. The continuum therefore contributes \(14.59-15.96=-1.37\). By (20) the shell height is multiplied by \(\operatorname{erf}(1/\sqrt2)=0.683\), which gives \(10.89-1.37=9.52\). Most of the remaining difference from 9.63 is the reflected term in (8). Integrating (19) once by parts gives, for \(|x|\) much larger than both \(\sigma\) and \(\sigma^2Q_{\max}\),

\[
P(x)\simeq e^{-\sigma^2Q_{\max}^2/2}\,\frac{\sin(Q_{\max}x)}{\pi x}. \tag{27}
\]

At \(x=2R=4\) Å this is \(0.607\times(-0.994)/(4\pi)=-0.048\) Å⁻¹. The reflected term enters as \(-(N/R)P(2R)=+0.10\) Å⁻², raising the estimate to 9.62.

**The ripples.** At 1.7753 Å, one sharp-shell ripple distance (0.2247 Å) below the peak, \(4\pi\rho_0r=1.227\) Å⁻². The truncated curve thus implies \(g_T=1-2.791/1.227=-1.27\), a negative density. The model itself has \(g\) close to zero there. This negative value is due to the cutoff and not to the structure. Even at 1.0 Å, inside the empty core, \(G_T\) differs from \(G\) by 0.37 Å⁻², because the tail (27) falls only as \(1/|x|\).

**The continuum.** Its edge is an average of sharp cutoffs at radius \(u\), with \(u\) Gaussian-distributed about \(a\) with standard deviation \(b\). One such cutoff has the sine transform

\[
\int_0^u r\sin(Qr)\,dr=\frac{\sin Qu-Qu\cos Qu}{Q^2}. \tag{28}
\]

Averaging over \(u\) multiplies the oscillating terms by \(e^{-b^2Q^2/2}\), apart from powers of \(Q\). At the cutoff this factor is \(e^{-18}\), about \(10^{-8}\). Truncation changes the continuum by at most about \(2\times10^{-10}\) Å⁻² on the sampled range, whereas the whole \(G\) changes by up to about 5.0 Å⁻². Practically all of the change comes from the shell.

**The widths.** An infinitely sharp shell at \(R\), with its reflected term kept, has a width of 0.187 Å, against 0.190 Å for the kernel alone. The reflected term is at most about \(1/(2Q_{\max}R)=1/80\) of the peak height, which is why the shift is small. The Gaussian profile widens from 0.118 to 0.205 Å. Equation (23), although \(s=1\) is not small, gives \(4.075/20=0.204\) Å; the root of the summed squared widths gives 0.223 Å, 9% above the computed value.

**Convolving the wrong function.** If \(g-1\) is convolved in place of \(G\), the largest error in \(g\) between 1 and 3 Å is 0.345, on a scale where a uniform medium has \(g=1\).

For comparison with data cut off sharply at \(Q_{\max}\), the simulated \(G\) should therefore be passed through (10), or equivalently through (3) and (5) with the same cutoff. If the data were multiplied by a window \(M(Q)\), the same window belongs in the integral (5). Broadening the simulated \(G\) instead by a Gaussian of width \(3.79/Q_{\max}\) would leave out the ripples. It would also smear smooth parts that the cutoff leaves intact, though only slightly for a continuum as smooth as the one in this model. Two limits apply. Equation (10) needs \(G\) at all distances, while a periodic cell gives it only to about half the box length, so the result is unreliable near that edge unless \(G\) has decayed there. The rule also covers the cutoff alone: thermal motion absent from a static network and finite instrumental resolution are separate effects that need their own treatment. The numerical output below lists the computed values.

## Table of computed values

```
neighbours in shell: 4
shell radius: 2.00 A; sigma: 0.050 A
mean density: 0.055 1/A^3
continuum edge: 2.70 A; edge width: 0.30 A
Qmax of example: 20.0 1/A
S at Q = 0.01 1/A: 0.2975
smallest S on grid: 0.2975 at Q = 0.01 1/A
half-height root x1: 1.895494
FWHM times Qmax: 3.790989
kernel FWHM at Qmax = 10 1/A: 0.3791 A
kernel FWHM at Qmax = 20 1/A: 0.1895 A
kernel FWHM at Qmax = 30 1/A: 0.1264 A
kernel FWHM of example: 0.3582 bohr
kernel height K(0): 6.3662 1/A
first ripple: x = 4.4934, distance 0.2247 A
first ripple depth / central height: -0.2172
r (A), G, G_T through S, G_T by convolution (all G in 1/A^2):
  1.0000    -0.6912    -0.3164    -0.3164
  1.7753    -1.2250    -2.7911    -2.7911
  2.0000    14.5890     9.6258     9.6258
  2.2247    -1.4500    -3.0657    -3.0657
  3.0000    -0.3290     0.0610     0.0610
largest difference of the two routes: 1.2e-12 1/A^2
largest change of continuum part: 2.1e-10 1/A^2
largest change of whole G: 4.963 1/A^2
largest error in g if g is convolved: 0.345
sharp shell FWHM with reflected term: 0.1872 A
Gaussian shell FWHM before truncation: 0.1177 A
Gaussian shell FWHM after truncation: 0.2046 A
root of summed squared widths: 0.2231 A
Gaussian peak height after / before: 0.6827
split threshold times Qmax: 4.1632
split threshold of example: 0.2082 A
maxima at 0.98 and 1.02 of threshold: 1, 2
Qmax to split peaks 0.2 A apart: 20.82 1/A
```
